# Parabolic Grain Growth and the Annealing Time to a Phase-Transition Diameter

## The form of the answer from scaling

A grain boundary with energy per area $\gamma$ and mobility $M$ moves toward its centre of curvature. Measure $\gamma$ in eV/nm² and $M$, the velocity per unit driving pressure, in nm⁴/(eV s). If the motion contains these two quantities through their product alone, the only material constant is $M\gamma$, in nm²/s. Suppose also that the grain pattern has a single length, its mean diameter $D$. The one growth rate that can be formed is then

$$\frac{dD}{dt}=\frac{k}{2}\,\frac{M\gamma}{D},$$

with $k$ a pure number. Multiplying by $2D$ gives $d(D^2)/dt=kM\gamma$, so $D^2$ grows linearly in time. It remains to show that the motion has this scaling, to find $k$, and to say what the average reveals about grains that may change phase.

## Setting and theorem

The film is polycrystalline, with these assumptions:

1. Grains are columns through the film, with boundaries normal to its plane. The problem is then two-dimensional.
2. All boundaries have the same $\gamma$ and $M$, whatever their orientation.
3. Three boundaries meet at each junction. Junctions move without drag, so the three equal tensions balance at angles of $120^\circ$.
4. There is one phase, and nothing pins the boundaries.
5. The pattern is statistically self-similar: its statistics at different times differ by a change of length scale alone.

A grain of in-plane area $A$ has equivalent radius $R=\sqrt{A/\pi}$. The mean diameter is $D=2\langle R\rangle$, averaged over the number of grains, and $u=R/\langle R\rangle$ is the relative size. The prescribed transition diameter is $D_*$.

**Theorem.** Under assumptions 1–5, at constant temperature,

$$D^2-D_0^2=Kt,\qquad K=kM\gamma,$$

and for $D_*>D_0$ the average grain reaches $D_*$ after

$$t_*=\frac{D_*^2-D_0^2}{K}.$$

In the mean-field closure below, with the self-similar state selected there, $k=1$.

Here $D_*$ is an input. Reaching it makes a transition permissible; whether the grain then transforms depends on nucleation, which is not treated.

## Two lemmas on boundary motion

**Lemma 1.** A boundary of curvature $\kappa$ moves at $v=M\gamma\kappa$ toward its centre of curvature.

*Proof.* Take an arc of length $ds$ and radius $1/\kappa$, in a film of height $h$. A displacement $\delta$ toward the centre shortens the arc to $(1-\kappa\delta)\,ds$. The energy released is $\gamma h\kappa\delta\,ds$, and the volume swept is $h\delta\,ds$. Their ratio is the driving pressure $P=\gamma\kappa$. Linear kinetics, $v=MP$, gives the result. ∎

For an isolated circular column $\kappa=1/R$, so $dR/dt=-M\gamma/R$ and

$$\frac{dA}{dt}=2\pi R\frac{dR}{dt}=-2\pi M\gamma.$$

It loses area at a constant rate. Growth of the average therefore has to come from the network.

**Lemma 2.** A grain with $n$ sides obeys

$$\frac{dA}{dt}=\frac{\pi}{3}M\gamma\,(n-6).$$

*Proof.* Go round the grain anticlockwise and count $\kappa$ positive where the side bulges outward. Such a side moves inward, hence

$$\frac{dA}{dt}=-\oint v\,ds=-M\gamma\sum_{\text{sides}}\int\kappa\,ds.$$

The corners have no length and add nothing to this integral. Each $\int\kappa\,ds$ is the angle through which the tangent turns along a side. One full circuit turns it by $2\pi$. At a corner with interior angle $2\pi/3$ it jumps by $\pi-2\pi/3=\pi/3$. The smooth sides supply the rest, $2\pi-n\pi/3$, and

$$\frac{dA}{dt}=-M\gamma\left(2\pi-\frac{n\pi}{3}\right)=\frac{\pi}{3}M\gamma(n-6).\qquad ∎$$

Grains with fewer than six sides shrink and those with more grow, whatever their shape. As a test, irregular grains with 4, 5, 6, 7 and 8 sides were followed numerically by moving points on their boundaries. In units of $\pi M\gamma/3$, their area rates were $-1.997$, $-1.000$, $0.000$, $1.001$ and $2.001$.

## Proof of the parabolic law

Let a network evolve by Lemma 1 with $120^\circ$ junctions. Enlarge all lengths by $\lambda$ and all times by $\lambda^2$. Velocities change by $\lambda/\lambda^2=1/\lambda$, curvatures also by $1/\lambda$, and angles stay the same. The enlarged history therefore obeys the same equations.

By self-similarity the growth rate of the mean depends on the scale alone: $dD/dt=F(D)$. The scaling requires $F(\lambda D)=F(D)/\lambda$. Choosing $\lambda=1/D$, with $D$ measured in any fixed unit, gives $F(D)=F(1)/D$. The constant $F(1)$ must be proportional to $M\gamma$, since this product merely sets the rate of the clock. Writing it as $kM\gamma/2$,

$$2D\frac{dD}{dt}=kM\gamma
\quad\Longrightarrow\quad
D^2-D_0^2=kM\gamma t.$$

A perfect honeycomb is stationary and has $k=0$; it is excluded here. In a coarsening pattern grains disappear and none are created, so at fixed film area the self-similar mean grows and $k>0$. Setting $D=D_*$ and solving for $t$ then proves the first part of the theorem. ∎

Two limits show how the time depends on the starting size. If $D_*\gg D_0$, then $t_*\simeq D_*^2/K$ and the initial size is forgotten. If $D_*=D_0+\delta$ with $\delta\ll D_0$, then $t_*\simeq 2D_0\delta/K$, which is linear in the required growth.

A lattice simulation of a complete network tested the law without any closure. The mean grain area rose from 160 to 505 sites, leaving 519 grains. The slope of $D^2(t)$ in the second half of this interval was 1.08 times that in the first. In separate quarters of the simulated area the ratio ranged from 0.78 to 1.31. The result is consistent with a parabola, but this scatter prevents a sharp determination of the exponent.

## The prefactor in mean field

**Closure.** In a large periodic network with $N$ grains, $E$ edges and $V$ junctions, Euler's relation is $V-E+N=0$. Three edges meet at each junction and each edge has two ends, so $3V=2E$. Thus $E=3N$. Each edge borders two grains, which gives $\langle n\rangle=2E/N=6$.

Now assume that the average number of sides at given size is linear in $u$ and tends to 3 for vanishing grains. Since $\langle u\rangle=1$, the mean of 6 fixes the slope:

$$n=3+3u.$$

This is an approximation. The simulated network gave a mean of 5.99 and the fit $n=3.09+2.90u$. Inserting the closure in Lemma 2, with $dA/dt=2\pi R\,dR/dt$,

$$2\pi R\frac{dR}{dt}=\pi M\gamma(u-1)
\quad\Longrightarrow\quad
\frac{dR}{dt}=\frac{M\gamma}{2}\left(\frac1{\langle R\rangle}-\frac1R\right).$$

Grains above the mean grow and grains below it shrink. The total area is conserved, because the sum of $u-1$ over all grains vanishes.

**Relative sizes.** Put $\rho=\langle R\rangle$ and $\tau=\ln\rho^2$. The growth equation says $d(R^2)/dt=M\gamma(u-1)$. Differentiating $u^2=R^2/\rho^2$ gives

$$\frac{d(u^2)}{dt}=\frac{M\gamma}{\rho^2}(u-1)-\frac{u^2}{\rho^2}\frac{d\rho^2}{dt}.$$

Division by $d\tau/dt=(d\rho^2/dt)/\rho^2$ yields

$$\frac{d(u^2)}{d\tau}=\Gamma(u-1)-u^2,\qquad
\Gamma=\frac{M\gamma}{d\rho^2/dt}.$$

In a self-similar state $\Gamma$ is constant. Conservation of area, $N\rho^2\langle u^2\rangle=\text{const}$, makes the number of grains fall as $e^{-\tau}$.

**Selection of $\Gamma$.** The right-hand side vanishes at $u=\tfrac12\left(\Gamma\pm\sqrt{\Gamma^2-4\Gamma}\right)$. There are three cases.

- For $0<\Gamma<4$ there is no real root, and every $u$ falls. Let $S(u)$ be the fraction of grains larger than $u$. No grain overtakes another, so $S e^{-\tau}$ is constant along a trajectory. At large $u$, $u\propto e^{-\tau/2}$, hence $S\propto u^{-2}$. Then $\langle u^2\rangle=\int 2uS\,du$ diverges, which a finite mean area forbids.
- For $\Gamma>4$ there are two roots, and $u$ increases between them. Any grain above the lower root survives, while the total number falls. Its share grows, so the state is stationary only if the distribution stops at or below the lower root. A tail beyond that point destroys it.
- For $\Gamma=4$ the roots merge at $u=2$, and a stationary distribution can occupy $0\le u<2$.

A distribution that ends at a finite size, falling to zero there like a power of the distance to the end, can settle at $\Gamma>4$, where $k=4/\Gamma$ is below 1. For distributions whose tail has no such end, this reasoning singles out $\Gamma=4$; it does not prove convergence. A mean-field ensemble started from a Rayleigh distribution tested the selection. In units of $M\gamma/2$ (written alpha*M*gamma in the program, with alpha = 1/2), its $d\rho^2/dt$ fell from 1.240 early (averaged while the number of grains drops from 95% to 80%) to 0.527 late, against a predicted 0.5.

With $\Gamma=4$, $d\rho^2/dt=M\gamma/4$. Since $D=2\rho$,

$$\frac{dD^2}{dt}=4\,\frac{M\gamma}{4}=M\gamma,$$

which is $k=1$ and completes the theorem. ∎

The network simulation gave $k=1.33$, with $M\gamma$ calibrated on isolated shrinking circles on the same lattice. The second decimal is not settled: a different lattice temperature, or a different way of calibrating $M\gamma$, moves the value between about 1.2 and 1.4. Mean field thus gives the right size of $k$ but, compared with this simulation, too slow a growth.

## How many grains have passed the threshold?

**Proposition.** In the selected mean-field state, for $0\le u<2$,

$$S(u)=\frac{4}{(2-u)^2}\exp\left(-\frac{2u}{2-u}\right).$$

*Proof.* For $\Gamma=4$, $d(u^2)/d\tau=-(2-u)^2$, so $du/d\tau=-(2-u)^2/(2u)$. Constancy of $Se^{-\tau}$ along a trajectory means $dS/d\tau=S$. Dividing by $du/d\tau$,

$$\frac{d\ln S}{du}=-\frac{2u}{(2-u)^2}
=-\frac{4}{(2-u)^2}+\frac{2}{2-u}.$$

Integrating from $S(0)=1$,

$$\ln S=-\left(\frac4{2-u}-2\right)-2\ln\frac{2-u}{2},$$

and the first bracket equals $2u/(2-u)$. ∎

The mean must come out as 1. With $y=4/(2-u)$, $dy=4\,du/(2-u)^2$ and $2u/(2-u)=y-2$,

$$\langle u\rangle=\int_0^2S\,du=\int_2^\infty e^{2-y}dy=1.$$

The same substitution, with $u=2-4/y$, gives

$$\langle u^2\rangle=\int_0^2 2uS\,du
=\int_2^\infty\left(4-\frac8y\right)e^{2-y}dy
=4-8e^2E_1(2)=1.109,$$

where $E_1(x)=\int_x^\infty e^{-y}dy/y$. The fraction of film area in grains larger than $c$ times the mean is

$$f_A(c)=\frac{1}{\langle u^2\rangle}\left[c^2S(c)+\int_c^2 2uS\,du\right],$$

by partial integration of $-\int_c^2u^2\,dS$.

The diameter $D_*$ corresponds to $u=D_*/D$. In this distribution the largest grains approach $u=2$, so they begin to pass the threshold when the mean is $D_*/2$. The time $t_*$ marks a stage in a gradual process, not a sudden transformation of the film.

## Temperature

For thermally activated mobility, $M=M_0e^{-Q/k_BT}$, with $M_0$, $\gamma$ and $D_*$ taken as independent of temperature. The mean-field time is

$$t_*=\frac{D_*^2-D_0^2}{M_0\gamma}\,e^{Q/k_BT}.$$

If $T$ varies, $d(D^2)/dt=K(T(t))$ integrates to

$$\int_0^{t_*}K(T(t))\,dt=D_*^2-D_0^2.$$

Heating at a constant rate $r$ up to $T$ therefore counts as some extra time at $T$. Near the top of the ramp, $1/T'-1/T\simeq(T-T')/T^2$, so

$$t_{\rm ramp}\simeq\frac1r\int_{-\infty}^{T}e^{-Q(T-T')/(k_BT^2)}dT'
=\frac{k_BT^2}{Qr}.$$

The lower limit is harmless when $k_BT\ll Q$, because the cold part of the ramp contributes little.

## Example: a hafnia-type capacitor film

Take a 10 nm film annealed at 873 K (600 °C), with $D_0=10$ nm and $D_*=15$ nm. The model parameters are $\gamma=5.0$ eV/nm² (0.80 J/m²), $Q=2.50$ eV and $M_0=1.0\times10^{14}$ nm⁴/(eV s). With $k_BT=0.07523$ eV, the exponent is $Q/k_BT=33.232$, and

$$M=M_0e^{-33.232}=0.3695\ \text{nm}^4/(\text{eV s}),$$

$$K=M\gamma=0.3695\times5.0=1.848\ \text{nm}^2/\text{s}.$$

The required increase is $15^2-10^2=125$ nm², hence

$$t_*=\frac{125}{1.8476}\ \text{s}=67.7\ \text{s}\approx1.1\ \text{min}.$$

With all other parameters fixed, the time is about $5.0\times10^3$ s at 773 K and $1.3\times10^6$ s at 673 K. In this model a 100 K reduction takes the process out of the range of a short anneal.

At the start $D_*/D_0=1.5$, and the selected distribution already has 4.0% of the grains, holding 8.7% of the area, above $D_*$. At $t_*$ these figures are 54.1% and 77.5%. If the aim is to avoid grains above $D_*$, stopping when the average reaches $D_*$ is too late. Within this distribution, keeping their number below about 4% requires $D\le D_*/1.5$. The mean-field tail is too light, however. A lattice network has about 12% of its grains, holding about 28% of the area, above $u=1.5$, and a few grains beyond $u=2$. There the same 4% limit needs about $D\le D_*/1.7$.

## Where the estimate can fail

**Prefactor.** Using $k=1.33$ from the network simulation shortens the time to about 51 s, or roughly 49 to 55 s over the spread of lattice values of $k$. Both values of $k$ also presume that the pattern is already self-similar. Growth from 10 to 15 nm may be too short to reach that state: the mean-field ensemble started from a Rayleigh distribution starts at 4 times the selected rate of $d\rho^2/dt$, and still grows about 2.5 times as fast while the number of grains falls from 95% to 80% of its initial value. From such a start the mean goes from 10 to 15 nm in about 34 s, half the time found above. A freshly crystallised film can therefore reach $D_*$ at a noticeably different time.

**Stagnation.** Surface grooves or other pinning can stop growth. A simple assumed law with a limiting diameter $L$ is

$$\frac{dD}{dt}=\frac{K}{2D}\left(1-\frac DL\right).$$

Separating variables and using $D/(L-D)=L/(L-D)-1$,

$$t=\frac{2L}{K}\left[L\ln\frac{L-D_0}{L-D_*}-(D_*-D_0)\right].$$

For $L\to\infty$ the logarithm expands to $(D_*-D_0)/L+(D_*^2-D_0^2)/(2L^2)$. The first term cancels and the parabolic time returns. For $L=30$ nm, an assumed three film thicknesses, the time becomes 118 s. If $D_*\ge L$, the average never reaches the threshold in finite time.

**Thermal uncertainty.** An anneal 10 K too cold takes 1.47 times as long. Raising $Q$ by 0.1 eV at fixed $M_0$ multiplies the time by 3.78, the largest change in time among the numerical cases of this section. A ramp of 10 K/s counts as 2.48 s at the final temperature; the approximate formula gives 2.63 s.

**A second phase.** Grains above $D_*$ may transform before the average gets there, and boundaries between phases feel an additional pressure. Suppose the bulk free-energy gain is 0.010 eV per formula unit of 0.034 nm³, offset by a boundary cost proportional to $1/D$ that balances it at $D_*$. For a 20 nm grain the net gain per volume is

$$\frac{0.010}{0.034}\left(1-\frac{15}{20}\right)=0.074\ \text{eV/nm}^3.$$

This is an average over the whole grain, although the check's output labels it a phase pressure. The pressure on the boundary is the total gain per volume added when the boundary moves. For a column of fixed height the volume is proportional to $D^2$ and the total gain to $D^2-D_*D$. The ratio of their derivatives, $(2D-D_*)/(2D)=1-D_*/(2D)$, therefore replaces the bracket, and the pressure is

$$\frac{0.010}{0.034}\left(1-\frac{15}{40}\right)=0.184\ \text{eV/nm}^3.$$

An isolated circular column of diameter $D_*$ would feel $\gamma/R=5.0/7.5=0.667$ eV/nm³, but that is not the pressure to compare with. In a network the corners take up most of the turning (Lemma 2). When the mean diameter is 15 nm, the mean-field law gives the 20 nm grain a net capillary pressure of only

$$\frac{\gamma}{2}\left(\frac1{7.5}-\frac1{10}\right)=0.083\ \text{eV/nm}^3.$$

The additional pressure is about 2.2 times this. Even this small assumed free-energy gain would therefore control the growth of a transformed grain, and the single-phase law would not apply to it. Under these assumptions the additional pressure grows with the free-energy gain.

**Comparison with real films.** Hafnia-based memory capacitors commonly use films of roughly 10 nm, annealed for tens of seconds at roughly 400–600 °C, with grains of order 10 nm. The example lies in that regime, but $M_0$ and $Q$ were chosen to place growth there and are not measured hafnia values; agreement of the time with practice is no evidence for them. Real films often crystallise during the same anneal, so the clock here starts after crystallisation. Their boundaries are neither identical nor free of pinning; the assumed stagnation alone lengthens the estimate by a factor of about 1.7. Grains narrower than the film thickness need not be columns, and their three-dimensional curvature is not sized here. Finally, strain, oxygen content and transformation kinetics also influence which phase appears, so a single $D_*$ is a simplified criterion.

## Calculated quantities

```
Front tracking: (dA/dt)/(pi*M*gamma/3), expected n-6
  n = 4: -1.997
  n = 5: -1.000
  n = 6: 0.000
  n = 7: 1.001
  n = 8: 2.001
Mean-field ensemble: d<R>^2/dt / (alpha*M*gamma), expected 0.5
  early 1.240, late 0.527
  <u^2>: ensemble 1.115, formula 1.109
  fraction u>1: ensemble 0.534, formula 0.541
Grain network on a lattice (one sweep = time unit)
  fit from mean area 160 to 505 sites, 519 grains left
  M*gamma from shrinking circles: 0.859 sites/sweep
  slope of D^2(t), second half / first half: 1.08
  same ratio in quarters of the box: 0.78 to 1.31
  slope before the fit window / in it: 1.06
  K/(M*gamma): network 1.33, mean field 1
  mean n 5.99; fit n = 3.09 + 2.90 u
Worked example, inputs
  gamma = 5.0 eV/nm^2 = 0.80 J/m^2
  M0 = 1.0e+14 nm^4/(eV s), Q = 2.50 eV
  T = 873 K, thickness = 10 nm
  D0 = 10 nm, Dstar = 15 nm
Worked example, results
  k_B T = 0.07523 eV, Q/(k_B T) = 33.232
  M = 0.3695 nm^4/(eV s), K = 1.8476 nm^2/s
  Dstar^2 - D0^2 = 125 nm^2
  anneal time = 67.7 s = 1.13 min
  anneal time at 773 K = 4.981e+03 s
  anneal time at 673 K = 1.316e+06 s
  above Dstar at start: 4.0 % of grains, 8.7 % of area
  above Dstar at end: 54.1 % of grains, 77.5 % of area
Neglected effects
  time with the network prefactor: 50.9 s
  time with stagnation at 30 nm: 117.9 s
  ramp of 10 K/s counts as 2.48 s of hold (estimate 2.63 s)
  10 K too cold: time times 1.47
  Q higher by 0.1 eV: time times 3.78
  assumed phase energy 0.010 eV per formula unit, volume 0.034 nm^3
  phase pressure on a 20 nm grain: 0.074 eV/nm^3
  capillary pressure gamma/R at Dstar: 0.667 eV/nm^3
```
